# The n-Mode Expansion: Inclusion-Exclusion, Vanishing Intrinsic Terms and Grid Counts: verification in Python

```python
"""n-mode expansion of a potential V(q_1..q_M) about a reference point a.
Cut V_S: modes in S free, all others at the reference.
Intrinsic term: W_S = sum over T in S of (-1)^(|S|-|T|) V_T.
Claims tested: the W_S sum to V, vanish if any mode of S is at its reference,
are unique, and need C(M,k) p^k new grid points at order k, where p is the
number of non-reference points per mode.
Example: four Morse bonds in delocalized dimensionless coordinates,
H = omega/2 sum p_i^2 + D sum_b (1-exp(-alpha x_b))^2, energies in cm^-1.
"""
from collections import Counter
from itertools import combinations, product
from math import comb, prod
import numpy as np
import sympy as sp


def subsets(modes, largest=None):
    modes = tuple(modes)
    top = len(modes) if largest is None else largest
    return [s for k in range(top + 1) for s in combinations(modes, k)]


def cut(f, q, ref, S):
    return f(*[q[i] if i in S else ref[i] for i in range(len(q))])


def intrinsic(f, q, ref, S):
    return sum((-1) ** (len(S) - len(T)) * cut(f, q, ref, T)
               for T in subsets(S))


def truncated(f, q, ref, n):
    return sum(intrinsic(f, q, ref, S) for S in subsets(range(len(q)), n))


# ---- General identities on a non-polynomial function, non-zero reference
def generic(a, b, c, d):
    return np.exp(0.3 * a * b - 0.2 * c) * np.cos(a + c * d) + 1 / (2 + b * b + d * d * a * a)


rng = np.random.default_rng(5)
M = 4
ref = np.array([0.2, -0.3, 0.4, 0.1])
q = ref + rng.uniform(0.4, 1.0, M)
assert abs(truncated(generic, q, ref, M) - generic(*q)) < 1e-12
largest_on_lower_cut = 0.0
for S in subsets(range(M))[1:]:
    assert abs(intrinsic(generic, q, ref, S)) > 1e-8
    for i in S:
        q_low = q.copy()
        q_low[i] = ref[i]
        largest_on_lower_cut = max(largest_on_lower_cut,
                                   abs(intrinsic(generic, q_low, ref, S)))
assert largest_on_lower_cut < 1e-13
for n in range(M):
    collected = sum((-1) ** (n - len(T)) * comb(M - len(T) - 1, n - len(T))
                    * cut(generic, q, ref, T) for T in subsets(range(M), n))
    assert abs(collected - truncated(generic, q, ref, n)) < 1e-12
    for S in subsets(range(M), n + 1):
        point = [q[i] if i in S else ref[i] for i in range(M)]
        error = generic(*point) - truncated(generic, point, ref, n)
        expected = intrinsic(generic, q, ref, S) if len(S) == n + 1 else 0.0
        assert abs(error - expected) < 1e-12

# ---- Known components of a polynomial are recovered (uniqueness)
xyz = sp.symbols("x y z")
poly = sp.expand((1 + xyz[0] + 2 * xyz[1] + 3 * xyz[2]) ** 4)
poly_fun = lambda a, b, c: poly.subs(dict(zip(xyz, (a, b, c))), simultaneous=True)
terms = sp.Poly(poly, *xyz).terms()
for S in subsets(range(3)):
    known = sum(c * prod(v ** e for v, e in zip(xyz, powers))
                for powers, c in terms
                if tuple(i for i in range(3) if powers[i] > 0) == S)
    assert sp.expand(intrinsic(poly_fun, xyz, (0, 0, 0), S) - known) == 0

# ---- Intrinsic term as an integral of the mixed derivative
smooth = sp.exp(xyz[0] * xyz[1] / 2 + xyz[2] / 3) * sp.cos(xyz[0] - xyz[1] * xyz[2])
smooth_fun = sp.lambdify(xyz, smooth, "numpy")
nodes, weights = np.polynomial.legendre.leggauss(14)
start, end = np.array([0.1, -0.2, 0.3]), np.array([0.9, 0.7, 1.1])
for S in subsets(range(3))[1:]:
    derivative = sp.lambdify(xyz, sp.diff(smooth, *[xyz[i] for i in S]), "numpy")
    integral = 0.0
    for idx in product(range(14), repeat=len(S)):
        point, factor = start.copy(), 1.0
        for i, j in zip(S, idx):
            half = (end[i] - start[i]) / 2
            point[i] = start[i] + half * (1 + nodes[j])
            factor *= half * weights[j]
        integral += factor * derivative(*point)
    assert abs(integral - intrinsic(smooth_fun, end, start, S)) < 1e-10

# ---- Grid counts by explicit enumeration; some grids omit the reference 0
grids = [(-1, 0, 1), (-2, -1, 1, 2), (-1, 0, 1, 2), (1, 2)]
p_list = [sum(v != 0 for v in grid) for grid in grids]
symmetric = np.rint(np.poly([-p for p in p_list])).astype(int)


def cut_points(grid_list, S):
    return product(*[grid_list[i] if i in S else (0,) for i in range(len(grid_list))])


previous = 0
for n in range(M + 1):
    union = {pt for S in subsets(range(M), n) for pt in cut_points(grids, S)}
    assert len(union) - previous == symmetric[n]
    previous = len(union)
assert previous == prod(1 + p for p in p_list)
equal_grids = [(-2, -1, 0, 1, 2)] * M
previous = 0
for k in range(M + 1):
    union = {pt for S in subsets(range(M), k) for pt in cut_points(equal_grids, S)}
    assert len(union) - previous == comb(M, k) * 4 ** k
    previous = len(union)
    copies = Counter(pt for S in combinations(range(M), k)
                     for pt in cut_points(equal_grids, S))
    for pt, number in copies.items():
        j = sum(v != 0 for v in pt)
        assert number == comb(M - j, k - j)

# ---- Morse model
omega, alpha = 3000.0, 0.2
D = omega / (2 * alpha ** 2)
signs = np.array([[1, 1, 1, 1], [1, 1, -1, -1], [1, -1, 1, -1], [1, -1, -1, 1]])
assert np.allclose(signs @ signs.T / 4, np.eye(4))
origin = (0.0,) * 4


def morse(*modes):
    total = 0.0
    for h in signs:
        x = 0.5 * sum(h[i] * modes[i] for i in range(4))
        total = total + D * (1 - np.exp(-alpha * x)) ** 2
    return total


q_test = rng.uniform(-1.5, 1.5, 4)
for S in subsets(range(4))[1:]:
    closed = D * sum(prod(np.exp(-alpha * h[i] * q_test[i]) - 1 for i in S)
                     - 2 * prod(np.exp(-alpha * h[i] * q_test[i] / 2) - 1 for i in S)
                     for h in signs)
    assert abs(closed - intrinsic(morse, q_test, origin, S)) < 1e-7
small = 0.01
lead3 = intrinsic(morse, (small,) * 4, origin, (1, 2, 3)) / small ** 3
lead4 = intrinsic(morse, (small,) * 4, origin, (0, 1, 2, 3)) / small ** 4
assert abs(lead3 / (-1.5 * omega * alpha) - 1) < 1e-2
assert abs(lead4 / (1.75 * omega * alpha ** 2) - 1) < 1e-2

# ---- Variational levels: harmonic basis, total quanta <= 8
g, max_quanta = 13, 8
points, gauss_w = np.polynomial.hermite.hermgauss(g)
h1 = np.zeros((g, max_quanta + 1))
h1[:, 0] = np.pi ** -0.25
h1[:, 1] = np.sqrt(2) * points * h1[:, 0]
for v in range(1, max_quanta):
    h1[:, v + 1] = (np.sqrt(2 / (v + 1)) * points * h1[:, v]
                    - np.sqrt(v / (v + 1)) * h1[:, v - 1])
h1 *= np.sqrt(gauss_w)[:, None]
labels = np.array([v for v in product(range(max_quanta + 1), repeat=4)
                   if sum(v) <= max_quanta])
quanta = labels.sum(axis=1)
basis = h1[:, labels[:, 0]]
for i in range(1, 4):
    basis = (basis[:, None, :] * h1[:, labels[:, i]][None, :, :]).reshape(-1, len(labels))
mesh = np.ix_(points, points, points, points)
full_shape = (g,) * 4
harmonic = omega / 2 * sum(c ** 2 for c in mesh)


def levels(potential):
    rest = (potential - harmonic).reshape(-1)
    H = basis.T @ (rest[:, None] * basis)
    H[np.diag_indices_from(H)] += omega * (quanta + 2)
    keep = np.where(quanta <= max_quanta - 2)[0]
    return (np.linalg.eigvalsh(H)[:5],
            np.linalg.eigvalsh(H[np.ix_(keep, keep)])[:5])


order_sum = [np.zeros(full_shape) for _ in range(5)]
for S in subsets(range(4)):
    order_sum[len(S)] += intrinsic(morse, mesh, origin, S)
V_full = morse(*mesh)
ground_weight = basis[:, 0] ** 2
assert abs(ground_weight.sum() - 1) < 1e-10
results, drift, rms = {}, {}, {}
V_n = order_sum[0].copy()
for n in range(1, 5):
    V_n = V_n + order_sum[n]
    results[n], smaller = levels(V_n)
    drift[n] = np.max(np.abs(results[n] - smaller))
    rms[n] = np.sqrt(ground_weight @ ((V_full - V_n).reshape(-1) ** 2))
    if n == 2:
        with_234, _ = levels(V_n + intrinsic(morse, mesh, origin, (1, 2, 3)))
omega_x = omega * alpha ** 2 / 2
exact_zpe = 4 * (omega / 2 - omega_x / 4)
exact_fund = omega - 2 * omega_x
exact = exact_zpe + np.array([0] + [exact_fund] * 4)
assert np.max(np.abs(results[4] - exact)) < 1.0
# On its one-mode cut the symmetric mode is a Morse oscillator of half alpha
one_mode_fund = omega - omega * (alpha / 2) ** 2
assert abs(results[1][1] - results[1][0] - one_mode_fund) < 1.0

far = (4.0,) * 4
V_far, V3_far = morse(*far), truncated(morse, far, origin, 3)
assert V_far > 0 > V3_far

# ---- Output
print(f"omega = {omega:.0f} cm^-1, alpha = {alpha:.1f}, D = {D:.0f} cm^-1")
print(f"anharmonicity omega*alpha^2/2 = {omega_x:.1f} cm^-1")
print(f"largest |W_S| on lower cuts, generic test = {largest_on_lower_cut:.1e}")
print(f"leading coefficient of q2q3q4 = {-1.5*omega*alpha:.1f} cm^-1")
print(f"leading coefficient of q1q2q3q4 = {1.75*omega*alpha**2:.1f} cm^-1")
one = (1.0,) * 4
print("Point q=(1,1,1,1), sum of intrinsic terms per order:")
for k in range(5):
    part = sum(intrinsic(morse, one, origin, S) for S in combinations(range(4), k))
    print(f"  order {k}: {part:.2f} cm^-1; V^({k}) = {truncated(morse, one, origin, k):.2f} cm^-1")
print(f"  full V = {morse(*one):.2f} cm^-1")
print(f"basis: {len(labels)} functions, total quanta <= {max_quanta}; {g} points per mode")


def show(name, e):
    print(f"{name}: ZPE {e[0]:.1f}; fundamentals "
          + " ".join(f"{x - e[0]:.1f}" for x in e[1:]) + " cm^-1")


for n in range(1, 5):
    show(f"n={n}", results[n])
show("n=2 plus W_234", with_234)
show("exact", exact)
for n in range(1, 5):
    print(f"n={n}: rms potential error {rms[n]:.1f} cm^-1; "
          f"level drift from quanta<={max_quanta-2}: {drift[n]:.2f} cm^-1")
print(f"n=4: largest deviation from exact levels = {np.max(np.abs(results[4]-exact)):.3f} cm^-1")
print(f"q=(4,4,4,4): V = {V_far:.0f} cm^-1, V^(3) = {V3_far:.0f} cm^-1")
for modes, p in ((4, g - 1), (12, 10)):
    print(f"Grid counts, M={modes}, p={p} non-reference points per mode:")
    running = 0
    for k in range(5):
        new = comb(modes, k) * p ** k
        running += new
        print(f"  order {k}: cuts {comb(modes,k)}, new {new}, total {running}, "
              f"whole cut grids {comb(modes,k)*(p+1)**k}")
    print(f"  full product grid: {(p+1)**modes} points")
print("all good")
```

Output:

```
omega = 3000 cm^-1, alpha = 0.2, D = 37500 cm^-1
anharmonicity omega*alpha^2/2 = 60.0 cm^-1
largest |W_S| on lower cuts, generic test = 4.4e-16
leading coefficient of q2q3q4 = -900.0 cm^-1
leading coefficient of q1q2q3q4 = 210.0 cm^-1
Point q=(1,1,1,1), sum of intrinsic terms per order:
  order 0: 0.00 cm^-1; V^(0) = 0.00 cm^-1
  order 1: 5884.68 cm^-1; V^(1) = 5884.68 cm^-1
  order 2: -1049.61 cm^-1; V^(2) = 4835.06 cm^-1
  order 3: -952.23 cm^-1; V^(3) = 3882.83 cm^-1
  order 4: 193.00 cm^-1; V^(4) = 4075.83 cm^-1
  full V = 4075.83 cm^-1
basis: 495 functions, total quanta <= 8; 13 points per mode
n=1: ZPE 6015.8; fundamentals 2970.0 3025.9 3025.9 3025.9 cm^-1
n=2: ZPE 5954.0; fundamentals 2885.9 2931.6 2931.6 2931.6 cm^-1
n=3: ZPE 5937.6; fundamentals 2864.4 2864.4 2864.4 2873.7 cm^-1
n=4: ZPE 5940.0; fundamentals 2880.1 2880.1 2880.1 2880.1 cm^-1
n=2 plus W_234: ZPE 5940.8; fundamentals 2873.7 2873.7 2873.7 2879.0 cm^-1
exact: ZPE 5940.0; fundamentals 2880.0 2880.0 2880.0 2880.0 cm^-1
n=1: rms potential error 741.2 cm^-1; level drift from quanta<=6: 0.03 cm^-1
n=2: rms potential error 339.3 cm^-1; level drift from quanta<=6: 0.87 cm^-1
n=3: rms potential error 55.3 cm^-1; level drift from quanta<=6: 2.86 cm^-1
n=4: rms potential error 0.0 cm^-1; level drift from quanta<=6: 1.63 cm^-1
n=4: largest deviation from exact levels = 0.113 cm^-1
q=(4,4,4,4): V = 23886 cm^-1, V^(3) = -23999 cm^-1
Grid counts, M=4, p=12 non-reference points per mode:
  order 0: cuts 1, new 1, total 1, whole cut grids 1
  order 1: cuts 4, new 48, total 49, whole cut grids 52
  order 2: cuts 6, new 864, total 913, whole cut grids 1014
  order 3: cuts 4, new 6912, total 7825, whole cut grids 8788
  order 4: cuts 1, new 20736, total 28561, whole cut grids 28561
  full product grid: 28561 points
Grid counts, M=12, p=10 non-reference points per mode:
  order 0: cuts 1, new 1, total 1, whole cut grids 1
  order 1: cuts 12, new 120, total 121, whole cut grids 132
  order 2: cuts 66, new 6600, total 6721, whole cut grids 7986
  order 3: cuts 220, new 220000, total 226721, whole cut grids 292820
  order 4: cuts 495, new 4950000, total 5176721, whole cut grids 7247295
  full product grid: 3138428376721 points
all good
```
